# Why [111] stress separates germanium's L valleys and [001] stress does not

## What is observed

A bar of n-type germanium holds its conduction electrons in four equivalent valleys, centred where the $\langle111\rangle$ directions meet the zone boundary. Compress the bar along [111], and one valley moves below the other three. Electrons collect in it, and the ground state of a shallow donor becomes concentrated there. Compress the bar equally hard along [001], and the four valleys stay level with one another, although the crystal is now tetragonal.

The valleys do respond to [001] stress: they all move together. The difference between the two stresses lies in how much each one stretches the crystal along the four valley axes. These axes are

$$
\mathbf n_1=\frac{[111]}{\sqrt3},\quad
\mathbf n_2=\frac{[\bar111]}{\sqrt3},\quad
\mathbf n_3=\frac{[1\bar11]}{\sqrt3},\quad
\mathbf n_4=\frac{[11\bar1]}{\sqrt3}.
$$

Opposite directions denote the same valley, because the points $\mathbf L$ and $-\mathbf L$ differ by a reciprocal lattice vector.

## The shift of one valley

Let $\varepsilon$ be the symmetric tensor strain, which carries a point $\mathbf r$ to $(1+\varepsilon)\mathbf r$. Its shear component $\varepsilon_{xy}$ is half the engineering shear. The strain is homogeneous, and the two sublattices may also shift relative to each other.

The valley stays centred at the strained L point. Time reversal gives $E(\mathbf k)=E(-\mathbf k)$, and $2\mathbf L$ remains a reciprocal lattice vector after strain, so

$$
E(\mathbf L+\mathbf q)=E(-\mathbf L-\mathbf q)=E(\mathbf L-\mathbf q).
$$

For an isolated, smooth band the gradient at $\mathbf L$ therefore vanishes. A minimum there remains a minimum as long as the strain is too small to reverse a curvature. The shift of the valley edge is then the shift of the level at L, which to first order is

$$
\delta E=\sum_{ij}D_{ij}\varepsilon_{ij}.
$$

The sum runs over all nine components, so each shear enters twice.

For the [111] valley, a threefold rotation about $\mathbf n_1$ permutes $x\to y\to z\to x$ and returns the level to itself. The tensor $D$ must be unchanged by this permutation:

$$
D_{xx}=D_{yy}=D_{zz}=A,\qquad D_{xy}=D_{yz}=D_{zx}=B.
$$

Every component of $\mathbf n_1\mathbf n_1^{T}$ equals $1/3$. The matrix with $A$ on the diagonal and $B$ elsewhere is therefore

$$
D=(A-B)\,1+3B\,\mathbf n_1\mathbf n_1^{T}.
$$

With $\Xi_d=A-B$ and $\Xi_u=3B$, and with the other valleys obtained by rotating this one, the shift of any valley is

$$
\delta E(\mathbf n)=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n .
$$

The first term depends on the volume change and is common to all valleys. The second contains the projected strain. Since $|(1+\varepsilon)\mathbf n|\simeq1+\mathbf n\cdot\varepsilon\cdot\mathbf n$, the projection is the relative elongation of the crystal along the valley axis. Valleys separate, at this order, when their axes are stretched by different amounts.

The relative displacement of the sublattices is itself linear in strain and obeys the same symmetry. It changes the values of the constants but not the form of the law. Spin-orbit coupling does not change the form either: homogeneous strain preserves inversion and time reversal, so the spin doublet at L moves as a unit.

## Why shear is needed

Each component of a valley axis satisfies $n_i^2=1/3$. Writing out the projection gives

$$
\mathbf n\cdot\varepsilon\cdot\mathbf n
=\tfrac13\mathrm{Tr}\,\varepsilon
+2\left(n_xn_y\varepsilon_{xy}+n_yn_z\varepsilon_{yz}+n_zn_x\varepsilon_{zx}\right).
$$

The diagonal strains enter through their sum alone, and this sum is the same for every valley. To first order, L valleys are distinguished by shear relative to the cubic axes and by nothing else in the strain.

Uniaxial stress $T$ along a unit vector $\mathbf d$ has components $\sigma_{ij}=Td_id_j$, with tension positive. In a cubic crystal Hooke's law reads

$$
\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}),\qquad
\sigma_{xy}=2C_{44}\varepsilon_{xy},
$$

and likewise for the other components. Adding the three diagonal equations, and using $\mathrm{Tr}\,\sigma=T$, gives

$$
\mathrm{Tr}\,\varepsilon=\frac{T}{C_{11}+2C_{12}}
$$

for any stress direction.

**Stress along [001].** The stress has the single component $\sigma_{zz}=T$, so all cubic-axis shears vanish. Every valley has $\mathbf n\cdot\varepsilon\cdot\mathbf n=\mathrm{Tr}\,\varepsilon/3$, and the common shift is $(\Xi_d+\Xi_u/3)\,\mathrm{Tr}\,\varepsilon$. In geometric terms, all four axes make the same angle with [001], so they are stretched alike.

**Stress along [111].** Every stress component equals $T/3$, and the three shears are

$$
\varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=\frac{T/3}{2C_{44}}=\frac{T}{6C_{44}}.
$$

What remains is the sum $n_xn_y+n_yn_z+n_zn_x$. For $\mathbf n_1$ it is $(1+1+1)/3=1$. For $\mathbf n_2$ it is $(-1+1-1)/3=-1/3$, and $\mathbf n_3$ and $\mathbf n_4$ give the same value. Hence

$$
\mathbf n_1\cdot\varepsilon\cdot\mathbf n_1=\tfrac13\mathrm{Tr}\,\varepsilon+\frac{T}{3C_{44}},
\qquad
\mathbf n_{2,3,4}\cdot\varepsilon\cdot\mathbf n_{2,3,4}=\tfrac13\mathrm{Tr}\,\varepsilon-\frac{T}{9C_{44}}.
$$

Multiplying the difference by $\Xi_u$ gives the splitting

$$
s\equiv E_{111}-E_{\rm others}=\frac{4\,\Xi_uT}{9C_{44}} .
$$

In germanium $\Xi_u$ is positive, of rough size 16 eV. Compression ($T<0$) therefore puts the single valley lowest. Tension raises it and leaves three degenerate valleys at the bottom. Both signs single out one valley, but compression alone makes it the ground valley.

## Other stress directions and strained films

For a general direction $\mathbf d$ the shears are $\varepsilon_{xy}=Td_xd_y/(2C_{44})$ and its cyclic partners. Expanding the square of $\mathbf n\cdot\mathbf d$ gives

$$
(\mathbf n\cdot\mathbf d)^2=\tfrac13+2(n_xn_yd_xd_y+n_yn_zd_yd_z+n_zn_xd_zd_x).
$$

The shift of a valley relative to the common shift is therefore

$$
\Delta(\mathbf n)=\frac{\Xi_uT}{2C_{44}}\left[(\mathbf n\cdot\mathbf d)^2-\tfrac13\right].
$$

For [001] all four brackets vanish. For [110], $(\mathbf n\cdot\mathbf d)^2$ is $2/3$ for two valleys and zero for the other two, so the valleys split into pairs separated by $\Xi_uT/(3C_{44})$.

The same reasoning applies to a film under equal in-plane strain $\varepsilon_\parallel$ with strain $\varepsilon_\perp$ along its normal. A (001) film has diagonal strain and keeps its L valleys level. For a (111) film, $\varepsilon=\varepsilon_\parallel1+(\varepsilon_\perp-\varepsilon_\parallel)\mathbf n_1\mathbf n_1^T$. Since $(\mathbf n_1\cdot\mathbf n_2)^2=1/9$,

$$
s=\tfrac89\,\Xi_u(\varepsilon_\perp-\varepsilon_\parallel).
$$

A (111) film stretched in its plane and contracted along its normal thus has the single valley lowest when $\Xi_u>0$.

## The [001] degeneracy beyond first order

The linear law leaves open whether larger [001] stress splits the valleys at second order. Symmetry settles this. A twofold rotation about $z$ takes [111] to $[\bar1\bar11]$, which is the valley $[11\bar1]$. The rotation about $x$ takes [111] to $[1\bar1\bar1]$, which is $[\bar111]$. The rotation about $y$ takes it to $[\bar11\bar1]$, which is $[1\bar11]$. All three rotations leave any diagonal strain unchanged, and they connect all four valleys.

The rotations must also survive in the atomic positions. A relative sublattice displacement compatible with all three would be a vector unchanged by all three, and the zero vector is the only one. The degeneracy thus holds at any size of diagonal strain, provided the crystal does not spontaneously break this symmetry. It concerns the four L levels alone. Large [001] strain can bring the minima on the cubic axes, or the one at $\Gamma$, below them, and the electrons then leave the L valleys.

Under [111] stress the surviving operations leave $\mathbf n_1$ in place and permute the other three valleys. Symmetry then protects the triplet but does not tie the single valley to it.

Valleys on the cubic axes, as in silicon, behave the opposite way. The projection for a [001] valley is $\varepsilon_{zz}$, which differs from $\varepsilon_{xx}$ under [001] stress. Under [111] stress the three diagonal strains are equal, so these valleys stay level.

## How large the effect is

The size can be followed in a model crystal with the diamond structure, a lattice constant of 5.60 angstrom and a smooth local pseudopotential, without spin-orbit coupling. It has round elastic constants $C_{11}=0.80$, $C_{12}=0.30$ and $C_{44}=0.40$ eV/angstrom³. It is not a quantitative calculation of germanium. Its Hamiltonian was diagonalized in plane waves, with and without strain.

The fifth level at L, the first above the four valence bands, is isolated by 2.1 eV below and 3.3 eV above. Its curvatures are 0.70 along the valley axis and 10.9 across it, in units of the inverse electron mass. Both are positive, so L is a local minimum; in the unstrained model it lies about 0.3 eV below the conduction level at $\Gamma$ and only about 0.04 eV below the minima on the cubic axes, a smaller margin than the roughly 0.2 eV of germanium.

For the [111] valley the strain response is $A=-10.077$ eV and $B=5.079$ eV. This gives

$$
\Xi_u=3(5.079)=15.24\ \text{eV},\qquad
\Xi_d=-10.077-5.079=-15.16\ \text{eV}.
$$

The other three valleys have the same diagonal response and the same shear magnitude, with the signs of $n_in_j$. The two-constant form was tested for all components in all four valleys, and also for a strain with no special symmetry. The value of $\Xi_d$ refers to an average potential set to zero in every strained crystal. Another reference would change $\Xi_d$ but not the splitting.

The sublattice displacement can matter for the magnitude. It is described by a parameter $\zeta$, which is 0 when both sublattices follow the homogeneous strain and 1 when a small [111] shear leaves the four bond lengths equal to each other. The value above uses $\zeta=0.5$. With $\zeta=0$, $\Xi_u$ falls to 12.1 eV, about 20% below the value used here. This percentage belongs to the model. It is set by the pseudopotential at the (200) reciprocal vectors, which drop out of the unstrained crystal and are not fixed by its bands; halving the potential there reduces the difference to 8%. Enlarging the plane-wave basis to convergence moves $A$ to $-10.091$ eV, $B$ to 5.083 eV, $\Xi_u$ to 15.25 eV and $\Xi_d$ to $-15.17$ eV, and raises the size of the splittings computed below by about 0.000006 eV. The last digits quoted for these quantities refer to the smaller basis.

Now apply a compression $T=-0.00050$ eV/angstrom³. For either direction,

$$
\mathrm{Tr}\,\varepsilon=\frac{-0.00050}{0.80+2(0.30)}=-0.000357 .
$$

Under [001] stress all four projections are one third of this, $-0.000119$. Under [111] stress the single valley has $-0.000536$ and the others $+0.000020$: the crystal shortens along the stressed axis and lengthens slightly along the other three. The splitting is

$$
s=\frac{4(15.24)(-0.00050)}{9(0.40)}=-0.00847\ \text{eV}\quad(-8.47\ \text{meV}).
$$

Direct diagonalization of the strained crystal gives $-0.008468$ eV in compression and $+0.008462$ eV in tension. Half the sum of these, $-0.000003$ eV, is the part even in stress, which the linear law omits. Only its order of magnitude is meaningful: it depends on how the sublattice displacement is continued to second order, and the model keeps the strain linear in the stress. At forty times the [001] strain, where $\varepsilon_{zz}$ is about $-0.03$, the four levels still agree to within numerical rounding, although the minima on the $z$ axis then lie about 0.24 eV below them in this model.

## What happens to a donor

A shallow donor mixes the valleys. Take one ground orbital per valley, with equal binding energies, and let the central cell couple them with strength $-w$. Assume that strain changes neither the binding energies nor $w$, and leave out the excited donor orbitals. With energies measured from the orbitals of the three equal valleys,

$$
H=s\,|1\rangle\langle1|-w\sum_{i,j=1}^{4}|i\rangle\langle j| .
$$

Combinations of valleys 2, 3 and 4 whose amplitudes add to zero are annihilated by both terms. There are two of them, at energy zero. The remaining states are built from $|1\rangle$ and $|b\rangle=(|2\rangle+|3\rangle+|4\rangle)/\sqrt3$. The coupling term is $-w|S\rangle\langle S|$ with $|S\rangle=|1\rangle+\sqrt3|b\rangle$, so

$$
H=\begin{pmatrix}s-w&-\sqrt3w\\-\sqrt3w&-3w\end{pmatrix}.
$$

The trace is $s-4w$ and the diagonal difference is $s+2w$. Hence

$$
E_\pm=\frac{s-4w\pm R}{2},\qquad
R=\sqrt{(s+2w)^2+12w^2}.
$$

The weight of the ground state in valley 1 is the derivative of its energy with respect to $s$, because $s$ multiplies $|1\rangle\langle1|$:

$$
P_1=\frac{\partial E_-}{\partial s}=\frac12\left[1-\frac{s+2w}{R}\right].
$$

Under [001] stress $s=0$ and $R=4w$. The ground singlet lies $4w$ below a triplet and has weight $1/4$ in each valley, as in the unstrained crystal. The equal weights are fixed by symmetry. The intact triplet is not: it follows from taking one unchanged $w$ for all pairs of valleys, and tetragonal symmetry allows it to split into a single level and a pair. For strong [111] compression, $-s\gg w$, the weight tends to 1. For strong tension it tends to 0, and the ground state spreads over the other three valleys.

Take $w=0.0010$ eV. Under [111] compression $s+2w=-0.00647$ eV and $R=0.00734$ eV, so the ground level lies at

$$
E_-=\frac{-0.00847-0.00400-0.00734}{2}=-0.0099\ \text{eV},
$$

with $P_1=0.94$. The same stress in tension gives $E_-=-0.0033$ eV and $P_1=0.025$. Under [001] compression the singlet-triplet gap remains 0.0040 eV and $P_1=0.25$.

## What to do in practice

To place free electrons in one L valley of germanium, compress along [111], with $|s|$ well above $k_BT$. If the electrons are degenerate, $|s|$ must also exceed the Fermi energy, measured from the bottom of that valley, which they have when all of them are in it. For the ground state of a donor under this compression, compare $|s|$ with $w$: valley 1 dominates when $|s|$ is many times $w$. The electron stays in that state only if $k_BT$ is also well below the gap to the next donor level. The stress needed for a chosen splitting is $|T|=9C_{44}|s|/(4\Xi_u)$. With $\Xi_u=16$ eV and $C_{44}=67$ GPa, a splitting of $5k_BT$ takes about 0.3 GPa at 77 K and 1.2 GPa at 300 K, so cooling the bar makes the task much easier.

To measure $\Xi_u$, take the slope of $s$ against [111] stress at small $T$ and multiply it by $9C_{44}/4$. If both signs are available, half the difference of the two splittings removes the terms even in stress. The L-valley splitting under [001] stress carries no information on $\Xi_u$, but it is a sensitive check of alignment. If the stress axis is tilted from [001] towards [110] by a small angle $\theta$, then to first order $(\mathbf n\cdot\mathbf d)^2$ changes by $\pm2\sqrt2\,\theta/3$ for $\mathbf n_1$ and $\mathbf n_4$, and not at all for the other two. The total spread is

$$
\frac{|\Xi_uT|}{2C_{44}}\,\frac{4\sqrt2\,\theta}{3}=\frac{3\sqrt2}{2}\,\theta\,|s|,
$$

where $s$ is the splitting that the same stress would give along [111]. A tilt of one degree towards [110] yields about 4% of $|s|$, or 0.0003 eV in the example. A tilt towards [100] gives $\tfrac32\theta|s|$, about 2.6% per degree.

When strain data are given as engineering shears, halve them before forming $\mathbf n\cdot\varepsilon\cdot\mathbf n$. When $\Xi_u$ is calculated, let the sublattices relax. The linear splitting law itself needs replacing when strain brings another band close to the L level or when quadratic terms are no longer small. In inhomogeneous strain, the local shear has to be examined even if the applied load is along [001].

## Computed results

```
Model lattice constant: 5.60 angstrom
C11, C12, C44: 0.80, 0.30, 0.40 eV/angstrom^3
Compressive stress T: -0.00050 eV/angstrom^3
Internal-strain parameter zeta: 0.50 (dimensionless)
Donor coupling w: 0.0010 eV
Fifth L level, gap below: 2.0919 eV
Fifth L level, gap above: 3.2570 eV
Longitudinal curvature: 0.7027 inverse electron mass
Transverse curvature: 10.8902 inverse electron mass
Xi_d, zero average potential: -15.1558 eV
Xi_u: 15.2373 eV
Xi_u with zeta = 0: 12.1384 eV
Xi_u with larger plane-wave basis: 15.2481 eV
D_xx, D_xy, D_yz, D_zx for [111]: -10.0767, 5.0791, 5.0791, 5.0791 eV
D_xx, D_xy, D_yz, D_zx for [-111]: -10.0767, -5.0791, 5.0791, -5.0791 eV
D_xx, D_xy, D_yz, D_zx for [1-11]: -10.0767, -5.0791, -5.0791, 5.0791 eV
D_xx, D_xy, D_yz, D_zx for [11-1]: -10.0767, 5.0791, -5.0791, -5.0791 eV
Strain trace for either stress: -0.00035714 (dimensionless)
[001] strain e_xx, e_zz: 0.00021429, -0.00078571 (dimensionless)
[111] strain e_xx, e_xy: -0.00011905, -0.00020833 (dimensionless)
Projection for [111], stress [001] and [111]: -0.00011905, -0.00053571 (dimensionless)
Projection for [-111], stress [001] and [111]: -0.00011905, 0.00001984 (dimensionless)
Projection for [1-11], stress [001] and [111]: -0.00011905, 0.00001984 (dimensionless)
Projection for [11-1], stress [001] and [111]: -0.00011905, 0.00001984 (dimensionless)
L-valley groups under [001] stress: [4] (valleys)
L-valley groups under [111] stress: [1, 3] (valleys)
L-valley groups under [110] stress: [2, 2] (valleys)
Cubic-axis valley groups, [001] stress: [1, 2] (axes)
Cubic-axis valley groups, [111] stress: [3] (axes)
L-level spread, [001] at 40 T: 1.2e-14 eV
Splitting s, linear formula: -0.008465 eV = -8.465 meV
Splitting s, direct compression: -0.008468 eV
Splitting s, direct tension: 0.008462 eV
Donor singlet-triplet gap, [001]: 0.004000 eV
Donor [111]-valley weight, [001] stress: 0.2500 (dimensionless)
Donor levels, [111] compression: -0.009903, -0.002565, -0.000000, 0.000000 eV
Donor [111]-valley weight, [111] compression: 0.9408 (dimensionless)
Donor levels, [111] tension: -0.003279, -0.000000, 0.000000, 0.007741 eV
Donor [111]-valley weight, [111] tension: 0.0253 (dimensionless)
```
